\section*{Longitudinal permittivity from charge fluctuations, tested against sample-dipole fluctuations}

\section{The decision and the recommended scheme}

A simulation of a polar liquid offers two routes to its static permittivity: the charge-density fluctuations at finite wavevector, or the fluctuations of the total dipole. The choice decides how the run is spent and whether the smallest available wavevector is good enough to report. In the example below it is not: it gives 2.96, while the sample dipole gives 3.87. An extrapolation closes the gap if it is made in a suitable variable.

The scheme is for a classical, neutral, isotropic fluid of whole molecules at fixed particle number $N$, volume $V=L^3$ and temperature $T$, in a periodic cube. With $\beta=1/k_{\rm B}T$ and $\mathbf k=2\pi\mathbf n/L$, $\mathbf n$ a non-zero integer vector,
\begin{align}
1-\frac1{\varepsilon_L(k)}&=S(k)=\frac{\beta\langle|\rho_{\mathbf k}|^2\rangle}{\varepsilon_0Vk^2},\label{long}\\
\varepsilon-1&=\frac{\beta\langle M^2\rangle}{3\varepsilon_0V}.\label{dip}
\end{align}
Here $\rho_{\mathbf k}=\int\rho(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}\,d^3r$ and $\mathbf M$ is the sum of molecular dipoles. Equation \eqref{dip} requires conducting surroundings, which means an Ewald energy without a $\mathbf k=0$ term. The test is whether $\varepsilon_L(k\to0)$ equals $\varepsilon$.

\section{Energy and molecular charge}

The inverse transform is $\rho(\mathbf r)=V^{-1}\sum_{\mathbf k}\rho_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$. Poisson's equation gives $\phi_{\mathbf k}=\rho_{\mathbf k}/(\varepsilon_0k^2)$, so
\begin{equation}
U=\frac12\int\rho\phi\,d^3r=\frac1{2V}\sum_{\mathbf k\ne0}\frac{|\rho_{\mathbf k}|^2}{\varepsilon_0k^2}.
\label{energy}
\end{equation}

The example uses rigid dumbbells with charges $\pm q$ at $\mathbf c\pm\mathbf d/2$, each a Gaussian of standard deviation $\sigma$. The Gaussian multiplies a point-charge transform by $e^{-k^2\sigma^2/2}$. One molecule contributes
\begin{align}
\rho^{(1)}_{\mathbf k}&=q e^{-k^2\sigma^2/2}e^{-i\mathbf k\cdot\mathbf c}
\left(e^{-i\mathbf k\cdot\mathbf d/2}-e^{i\mathbf k\cdot\mathbf d/2}\right)\nonumber\\
&=-2iq\sin(\mathbf k\cdot\mathbf d/2)\,e^{-i\mathbf k\cdot\mathbf c}e^{-k^2\sigma^2/2}.
\label{molecule}
\end{align}
The same smeared charge must enter \eqref{energy} and \eqref{long}.

\section{Derivation of the two estimators}

\subsection{A cosine potential}

Apply $\phi_0\cos(\mathbf k\cdot\mathbf r)$. The added energy is $W=\phi_0A$ with $A={\rm Re}\,\rho_{\mathbf k}$. To first order in $\phi_0$,
\begin{equation}
\langle A\rangle_{\phi}=\frac{\langle Ae^{-\beta W}\rangle}{\langle e^{-\beta W}\rangle}
=\langle A\rangle-\beta\phi_0\left(\langle A^2\rangle-\langle A\rangle^2\right).
\end{equation}
Translating the fluid multiplies $\rho_{\mathbf k}$ by a phase and leaves the equilibrium averages unchanged. Hence $\langle A\rangle=0$, and the real and imaginary parts have equal variance and no correlation. Thus $\langle A^2\rangle=\langle|\rho_{\mathbf k}|^2\rangle/2$ and
\begin{equation}
\langle A\rangle_\phi=-\tfrac12\beta\phi_0\langle|\rho_{\mathbf k}|^2\rangle.
\label{response}
\end{equation}
The terms $\mathbf k$ and $-\mathbf k$ together give an induced density $(2/V)\langle A\rangle_\phi\cos(\mathbf k\cdot\mathbf r)$. Dividing by $\varepsilon_0k^2$ gives the amplitude of the induced potential,
\begin{equation}
\phi_{\rm ind}=\frac{2\langle A\rangle_\phi}{\varepsilon_0Vk^2}=-S(k)\phi_0.
\end{equation}
The longitudinal permittivity is the ratio of applied to total potential. Therefore $1/\varepsilon_L=(\phi_0+\phi_{\rm ind})/\phi_0=1-S$, which is \eqref{long}.

\subsection{A uniform field}

For a uniform field $E$ along $z$, $W=-M_zE$. The same expansion gives $\langle M_z\rangle_E=\beta E\langle M_z^2\rangle=\beta E\langle M^2\rangle/3$, the last step by isotropy. Since \eqref{energy} has no $\mathbf k=0$ term, the molecules add no uniform field, and $E$ is the macroscopic field. Inserting this in $\langle M_z\rangle_E/V=\varepsilon_0(\varepsilon-1)E$ gives \eqref{dip}.

\subsection{Why the two strengths differ}

Charge and polarization are related by $\rho_{\mathbf k}=-i\mathbf k\cdot\mathbf P_{\mathbf k}$. Hence $S=\beta\langle|P_{L,\mathbf k}|^2\rangle/(\varepsilon_0V)$, the same form as $\beta\langle M_z^2\rangle/(\varepsilon_0V)$. Both measure the response to an \emph{applied} field $E_0$, but the macroscopic field is
\begin{equation}
E=E_0-\lambda P/\varepsilon_0,
\end{equation}
where $\lambda$ depends on the geometry. At long wavelength $P=\varepsilon_0\chi E$ with $\chi=\varepsilon-1$. Solving for $P$,
\begin{equation}
\frac{P}{\varepsilon_0E_0}=\frac{\chi}{1+\lambda\chi}.
\label{depol}
\end{equation}

\begin{itemize}
\item Uniform polarization in conducting surroundings has $\lambda=0$ and strength $\varepsilon-1$.
\item A longitudinal wave has $\lambda=1$, because its own charge produces the field $-P/\varepsilon_0$. Its strength is $\chi/(1+\chi)=1-1/\varepsilon$.
\item A large sphere of periodic cells in vacuum has $\lambda=1/3$ and strength $3(\varepsilon-1)/(\varepsilon+2)$. If the Ewald code includes this surface term, \eqref{dip} must be replaced accordingly.
\end{itemize}

In the example the first strength is 2.871 and the second is $2.871/3.871=0.742$. The $\mathbf k=0$ dipole value is therefore not another point on the curve $S(k)$. The comparison must be made between permittivities.

\section{Choosing the variable to extrapolate}

Away from a critical point, correlations that remain after the long-range Coulomb part is separated are assumed to be short-ranged. The longitudinal susceptibility
\begin{equation}
\chi_L(k)=\varepsilon_L(k)-1=\frac{S(k)}{1-S(k)}
\end{equation}
then has an expansion in $k^2$. A mean-field estimate shows how fast it varies. Let independent dumbbells of number density $n$ respond to the total potential. From \eqref{molecule}, $4q^2\sin^2(\mathbf k\cdot\mathbf d/2)=2q^2(1-\cos\mathbf k\cdot\mathbf d)$, and the average of $\cos\mathbf k\cdot\mathbf d$ over directions is $\sin(kd)/(kd)$. Hence
\begin{align}
\chi_0(k)&=\frac{2\beta nq^2}{\varepsilon_0k^2}\left[1-\frac{\sin kd}{kd}\right]e^{-k^2\sigma^2}\nonumber\\
&=\frac{\beta n\mu^2}{3\varepsilon_0}\left[1-\frac{k^2d^2}{20}+\cdots\right]e^{-k^2\sigma^2},
\label{free}
\end{align}
with $\mu=qd$. The second line uses $1-\sin x/x=x^2/6-x^4/120+\cdots$.

In the example, at the smallest wavevector, $k^2\sigma^2=0.35$ but $k^2d^2/20=0.03$. Within mean field most of the variation comes from the known Gaussian, so it is removed before fitting:
\begin{equation}
y(k)=\frac{S(k)}{1-S(k)}e^{k^2\sigma^2}\simeq a+bk^2,\qquad \varepsilon=1+a.
\label{fit}
\end{equation}
The removed factor is one at $k=0$, so the limit is unchanged. For models with point charges, set $\sigma=0$ in \eqref{fit}; the Ewald splitting width is not a physical charge width and must not be inserted.

For an equal-weight line through the shells $|\mathbf n|^2=1,2,3,4$, the mean abscissa is 2.5 and the sum of squared deviations is 5. The weight of shell $j$ in the intercept is $\frac14-2.5(j-2.5)/5$, so
\begin{equation}
a=y_1+\tfrac12y_2-\tfrac12y_4.
\label{weights}
\end{equation}
The first shell dominates the statistical error.

The recipe was tested on the noise-free function \eqref{free}, whose limit is known. The intercept of \eqref{fit} is wrong by $-0.2\%$ of $\chi$. A straight line through $S$ itself, followed by $\varepsilon=1/(1-S)$, is wrong by $+8.5\%$. This test favours \eqref{fit} by construction, since $y$ was built from \eqref{free}. The choice is supported here only for smeared dumbbells of moderate permittivity. It was not tested for point-charge models or for high permittivity, where $S$ is close to one and $\chi_L$ can vary rapidly with $k$.

\section{Algorithm and cost}

Keep one member of each pair $\pm\mathbf k$. The factor $1/2$ in \eqref{energy} then disappears, and
\begin{equation}
\beta U=\sum_{\mathbf k}{}^{'}s_{\mathbf k},\qquad
s_{\mathbf k}=\frac{\beta|\rho_{\mathbf k}|^2}{\varepsilon_0Vk^2},\qquad S(k)=\langle s_{\mathbf k}\rangle.
\end{equation}
The energy terms are also the samples of $S$.

\begin{verbatim}
for each independent replica:
  place molecules; build rho[k] for one of each +k,-k
  for each sweep:
    for each molecule i:
      draw uniform new centre and orientation
      delta[k] = new contribution - old contribution
      dU = sum_k (|rho+delta|^2 - |rho|^2)/(eps0 V k^2)
      accept with probability min(1, exp(-beta dU))
      if accepted: rho += delta; store molecule i
    after equilibration:
      average s[k] over each shell; add to S
      add |sum of molecular dipoles|^2 to M2
form eps_L, the extrapolated eps and the dipole eps
jackknife over replicas, including their difference
\end{verbatim}

The proposal is uniform in position and orientation whatever the old state, so forward and reverse proposals are equally likely and the Metropolis rule satisfies detailed balance.

A trial costs $O(N_k)$ operations for $N_k$ stored wavevectors. At fixed density and cutoff $N_k\propto N$, so a sweep costs $O(N^2)$. If configurations already exist from molecular dynamics, the four shells need only 16 pairs, and the analysis costs $O(N)$ per configuration.

For $R$ replicas, let $\theta_r$ be an estimate computed with replica $r$ left out, and $\bar\theta$ the mean of these values. The jackknife error is
\begin{equation}
\delta\theta=\left[\frac{R-1}{R}\sum_r(\theta_r-\bar\theta)^2\right]^{1/2}.
\end{equation}
Applying it directly to the difference between the two permittivities accounts for their correlation, since both come from the same configurations.

\section{Worked example}

The box has $L=1.6$ nm and holds 32 molecules at 300 K, with $q=0.2\,e$, $d=0.2$ nm and $\sigma=0.15$ nm. The dipole is $0.040\,e\,$nm (1.9 D) and the density $7.81\ {\rm nm}^{-3}$. With $e^2/(\varepsilon_0k_{\rm B}T)=700$ nm, the independent-dipole susceptibility is
\begin{equation}
\chi_0(0)=\frac{700\times7.81\times0.040^2}{3}=2.92.
\end{equation}

There were 200 replicas with 200 sampled sweeps each. The results, with one standard error, are
\begin{center}
\begin{tabular}{ccccc}
$|\mathbf n|^2$ & $k$ (nm$^{-1}$) & $S$ & $\varepsilon_L$ & $y$\\
1 & 3.93 & $0.6618\pm0.0020$ & $2.957\pm0.018$ & 2.769\\
2 & 5.55 & $0.5794\pm0.0013$ & $2.378\pm0.008$ & 2.757\\
3 & 6.80 & $0.4837\pm0.0013$ & $1.937\pm0.005$ & 2.653\\
4 & 7.85 & $0.3895\pm0.0012$ & $1.638\pm0.003$ & 2.556
\end{tabular}
\end{center}
For the first row, $0.6618/0.3382=1.957$, and multiplying by $e^{0.347}=1.415$ gives $y_1=2.769$. Equation \eqref{weights} yields
\begin{equation}
a=2.769+\tfrac12(2.757)-\tfrac12(2.556)=2.869.
\end{equation}
Thus $\varepsilon=3.87\pm0.03$, against $3.871\pm0.014$ from the sample dipole. Their difference is $-0.002\pm0.031$: the two routes agree within the standard error, which is about 1\% of $\varepsilon$.

This close agreement should not be read as proof of a straight line. A quadratic through the same $y$ gives $3.76\pm0.06$, lower than the dipole value by 1.8 errors combined as if independent. Its intercept gives the first shell a weight of 2.25 instead of 1, which explains most of its larger error. These data do not settle whether $y$ has significant curvature.

The line through raw $S$ gives $4.11\pm0.04$. Its susceptibility exceeds the dipole value by $0.24/2.87=8\%$, matching the bias found on the noise-free function.

\subsection{Direct response}

A separate simulation applied a uniform field of 2.5 MV/cm and, at the same time, a 0.20 V cosine potential in the first shell. The induced dipole gave $\varepsilon=3.86\pm0.03$, in agreement with its fluctuations. At this field $x=\mu E/k_{\rm B}T=0.39$, and saturation lowers a free dipole's response by about $x^2/15=1\%$, comparable with the statistical error. The cosine potential adds a field of amplitude $k\phi_0=7.9$ MV/cm, about 2.7 MV/cm after screening, which raises this estimate to about 1.4\%. These fields are numerical probes, not ones that a bulk liquid would normally withstand. The induced charge gave $S=0.673\pm0.004$, above the fluctuation value by $0.011\pm0.005$, or 2.3 combined errors. This passes the four-error criterion used for these tests but is the weakest agreement among them. A run with about twice the samples gave $0.664\pm0.003$, and saturation would lower a free dumbbell's response by about 1\% rather than raise it, so the excess is most likely noise.

\section{Conditioning at high permittivity}

Differentiating $\varepsilon_L=1/(1-S)$ gives
\begin{equation}
\delta\varepsilon_L=\frac{\delta S}{(1-S)^2}=\varepsilon_L^2\,\delta S,
\qquad
\frac{\delta\varepsilon_L}{\varepsilon_L}=(\varepsilon_L-1)\frac{\delta S}{S}.
\label{error}
\end{equation}
The second form uses $\varepsilon_LS=\varepsilon_L-1$. In the first shell, $2.957^2\times0.0020=0.017$, in agreement with the jackknife.

If $\rho_{\mathbf k}$ is a complex Gaussian variable, $\langle|\rho_{\mathbf k}|^4\rangle=2\langle|\rho_{\mathbf k}|^2\rangle^2$, and one sample of $|\rho_{\mathbf k}|^2$ has relative variance 1. The measured moment ratio is 1.99. Treating the three pairs of the first shell as independent, $m$ independent configurations give $\delta S/S\simeq(3m)^{-1/2}$. For $\varepsilon_L=80$ and a 5\% error, \eqref{error} requires
\begin{equation}
m\simeq\frac13\left(\frac{79}{0.05}\right)^2\simeq8\times10^5,
\end{equation}
before any loss in extrapolation. For a Gaussian $\mathbf M$ with three independent components, $M^2$ has relative variance $2/3$, and the same accuracy from \eqref{dip} needs $m\simeq(2/3)/0.05^2\approx270$. Correlation times can differ between the two quantities, so this is not a ratio of run lengths. Under these assumptions the sample dipole is the better estimator of a high permittivity, and the charge route serves as a check and as the source of $\varepsilon_L(k)$.

\section{Failure modes}

\begin{itemize}
\item \textbf{Wavevectors off the grid.} Moving a site by $L$ changes its phase by $e^{-ik_xL}$, which is one at allowed wavevectors. Elsewhere $\rho_{\mathbf k}$ depends on how coordinates are wrapped.
\item \textbf{Broken molecules.} Wrapping a single site changes $\mathbf M$ by $qL$ although $\rho_{\mathbf k}$ is unchanged. Compute $\mathbf M$ from whole molecules.
\item \textbf{$S$ near or above one.} Equation \eqref{long} requires $S\ge0$ but not $S<1$. At finite $k$, $S>1$ means a negative $\varepsilon_L$, and $\chi_L$ diverges at $S=1$. Shells near or beyond such a point cannot enter \eqref{fit}; a larger box supplies smaller wavevectors.
\item \textbf{Mobile ions.} A conducting fluid screens a static long-wave potential completely, so $S\to1$, and the whole-molecule dipole no longer describes the charge displacement.
\item \textbf{Dense cores.} Random reinsertion was accepted in 51\% of trials here and in 30\% with the soft core described below. For harsh repulsion use local moves or molecular dynamics; the estimators are unchanged.
\item \textbf{Box size.} Doubling the box to 64 molecules at the same density gave $3.91\pm0.02$ from the dipole and $3.92\pm0.04$ from extrapolation. The routes still agree, and both values lie 0.04 to 0.05 above those for 32 molecules, within about 1.5 errors. Larger boxes were not studied.
\end{itemize}

\section{Relation to a real liquid}

The density is close to that of liquid methyl acetate, whose permittivity is roughly 7. Its gas-phase dipole, about 1.7 D, is smaller than the model's, so its $n\mu^2$ is about 20\% lower. The model's 3.9 is not a prediction for it, because these molecules can overlap and have no electronic polarization. Adding a repulsion $3k_{\rm B}T\exp[-r^2/(0.35\ {\rm nm})^2]$ between centres, with all else fixed, raised the sample-dipole permittivity by $0.68\pm0.06$ to $4.55\pm0.06$. Extrapolation then gave $4.39\pm0.09$, a difference of $-0.16\pm0.11$, so the two routes remain consistent at lower precision. A run with over four times the samples gave $4.44\pm0.02$ from the dipole and $4.49\pm0.04$ from extrapolation, so the shift is better read as about 0.6. Real repulsion is harder, so the shift is an indication of size, not a bound.

A rough refractive index of 1.36 gives an electronic contribution $1.36^2-1=0.85$. It cannot simply be added, since electronic polarization also changes the molecular dipoles and their interaction. Three further approximations have small estimated effects. At 1 MV/cm, $x=\mu E/k_{\rm B}T=0.155$, and the Langevin expansion $x/3-x^3/45$ lowers a single dipole's response by $x^2/15=0.16\%$. For a round reduced mass of 10 u, the rotational constant is 0.2\% of $k_{\rm B}T$, which supports classical rotation. The Fourier sum was cut at $|\mathbf n|^2\le16$, and the first omitted shell has an independent susceptibility of 0.005. Raising the cutoff to $|\mathbf n|^2\le20$ gave $3.91\pm0.02$ from the dipole and $3.95\pm0.03$ from extrapolation, shifts of 0.04 and 0.08 (about two errors each). The second decimal of $\varepsilon$ is therefore not established, although the two routes still agree. Of the effects estimated here, excluded volume and electronic polarization are the largest. The effects of the real molecular shape and charge distribution were not estimated.

\section*{Numbers as computed}
\begin{verbatim}
temperature 300 K; kB T 0.02585 eV
box edge 1.60 nm; molecules 32; density 7.812 nm^-3
site charge 0.20 e; arm 0.20 nm; Gaussian width 0.15 nm
molecular dipole 0.0400 e nm = 1.921 D
coupling e^2/(eps0 kB T) 699.95 nm
independent k pairs 128; replicas 200; sampled sweeps 200
acceptance, main run 0.510
shell n^2 | k (nm^-1) | S +- error | eps_L +- error
  1 | 3.9270 | 0.6618 +- 0.0020 | 2.957 +- 0.018
  2 | 5.5536 | 0.5794 +- 0.0013 | 2.378 +- 0.008
  3 | 6.8017 | 0.4837 +- 0.0013 | 1.937 +- 0.005
  4 | 7.8540 | 0.3895 +- 0.0012 | 1.638 +- 0.003
eps, linear fit of shape-corrected chi 3.869 +- 0.028
eps, quadratic fit of same quantity 3.762 +- 0.060
eps, linear fit of raw S 4.111 +- 0.038
eps, sample dipole 3.871 +- 0.014
linear extrapolation minus sample dipole -0.002 +- 0.031
sample dipole minus smallest-k eps_L 0.914 +- 0.023
one-component k=0 dipole strength 2.871
k->0 longitudinal strength 1-1/eps 0.742
independent-dipole eps 3.916
<M^2>/(N mu^2) 0.984
known-function bias in chi: corrected -0.22 %, raw S 8.47 %
shell-1 error: eps^2 dS 0.0175, jackknife 0.0175
shell-1 <|rho|^4>/<|rho|^2>^2 1.990
applied field 2.50 MV/cm; applied potential 0.20 V
eps from induced dipole 3.864 +- 0.033
shell-1 S from induced charge 0.6726 +- 0.0043
soft core height 3.0 kB T; range 0.35 nm
acceptance with core 0.296
with core: eps, sample dipole 4.553 +- 0.055
with core: eps, linear extrapolation 4.391 +- 0.085
with core: difference -0.162 +- 0.105
core shift of sample-dipole eps 0.682 +- 0.057
rough optical index 1.36; electronic part n^2-1 0.85
single-dipole saturation at 1 MV/cm 0.160 %
reduced mass 10 u; rotational constant/(kB T) 0.00202
largest omitted-mode independent chi 0.00471
independent configurations for 5 % error at eps_L=80: 8.24e+05
largest Fourier-sum rebuild error 8.7e-06 e
\end{verbatim}
